\section*{Reverse-mode adjoints of product, inverse, Cholesky factorisation and symmetric eigendecomposition}

\section{Result}

All matrices are real, and $\ell$ is a differentiable scalar function of them. With $\langle X,Y\rangle=\operatorname{tr}(X^{T}Y)=\sum_{ij}X_{ij}Y_{ij}$, the adjoint $\bar X$ of a matrix $X$ is defined by
\begin{equation}
d\ell=\langle \bar X,dX\rangle ,\qquad\text{so that}\qquad \bar X_{ij}=\partial\ell/\partial X_{ij}
\label{def}
\end{equation}
when the entries are independent. If $X$ is constrained to be symmetric, $\bar X$ denotes the symmetric matrix that satisfies the first relation for every symmetric $dX$. Moving $X_{ij}$ and $X_{ji}$ together ($i\neq j$) then changes $\ell$ at the rate $2\bar X_{ij}$.

Write $\operatorname{sym}X=\tfrac12(X+X^{T})$, let $\circ$ be the elementwise product, and let $\Phi(X)$ be the lower triangle of $X$ with its diagonal halved.

\textbf{Theorem.} Given the adjoint of the output of each operation, the adjoint of its input is as follows.

(a) For $C=AB$,
\begin{equation}
\bar A=\bar C B^{T},\qquad \bar B=A^{T}\bar C .
\label{prod}
\end{equation}
(b) For $C=A^{-1}$ with $A$ invertible,
\begin{equation}
\bar A=-C^{T}\bar C C^{T}.
\label{inv}
\end{equation}
(c) For $A=LL^{T}$ with $A$ symmetric positive definite and $L$ lower triangular with positive diagonal,
\begin{equation}
\bar A=\operatorname{sym}\!\left[L^{-T}\,\Phi(L^{T}\bar L)\,L^{-1}\right].
\label{chol}
\end{equation}
(d) For $A=U\operatorname{diag}(w)U^{T}$ with $A$ symmetric, $U$ orthogonal, the eigenvalues distinct and the signs of the eigenvectors followed continuously,
\begin{equation}
\bar A=U\left[\operatorname{diag}(\bar w)+\operatorname{sym}\!\left(F\circ(U^{T}\bar U)\right)\right]U^{T},
\quad F_{ij}=\frac{1}{w_j-w_i}\ (i\ne j),\quad F_{ii}=0 .
\label{eig}
\end{equation}
If a matrix enters several operations, its contributions add. If an input of (a) or (b) is constrained to be symmetric, its adjoint is the symmetric part of the expression given.

\section{Two lemmas}

\textbf{Lemma 1 (transposition rules).} For matrices of fitting shapes,
\begin{equation}
\langle X,PYQ\rangle=\langle P^{T}XQ^{T},Y\rangle,\quad
\langle X,Y^{T}\rangle=\langle X^{T},Y\rangle,\quad
\langle X,N\circ Y\rangle=\langle N\circ X,Y\rangle .
\label{rules}
\end{equation}
If $dA$ is symmetric, $\langle G,dA\rangle=\langle\operatorname{sym}G,dA\rangle$, and $\operatorname{sym}G$ is the only symmetric matrix with this property.

\textit{Proof.} Cyclic invariance of the trace gives $\operatorname{tr}(X^{T}PYQ)=\operatorname{tr}(QX^{T}PY)$, and $QX^{T}P=(P^{T}XQ^{T})^{T}$. The other two rules follow from the elementwise sum. For symmetric $dA$, $\langle G,dA\rangle=\langle G^{T},dA\rangle$; averaging the two sides gives the symmetric form. If two symmetric matrices both served, their difference $D$ would obey $\langle D,dA\rangle=0$ for every symmetric $dA$. The choice $dA=D$ gives $\sum_{ij}D_{ij}^2=0$, hence $D=0$. $\square$

The map $\Phi$ is an elementwise product with a fixed matrix (1 below the diagonal, $\tfrac12$ on it, 0 above), so the third rule applies to it.

\textbf{Lemma 2 (differentials).} Under the assumptions of the theorem,
\begin{align}
dC&=-C\,dA\,C && (C=A^{-1}),\label{dinv}\\
dL&=L\,\Phi(L^{-1}dA\,L^{-T}) && (A=LL^{T}),\label{dchol}\\
dw_i&=(U^{T}dA\,U)_{ii},\quad dU=U\left[F\circ(U^{T}dA\,U)\right] && (A=U\operatorname{diag}(w)U^{T}).\label{deig}
\end{align}

\textit{Proof.} Each output is defined implicitly by as many scalar equations as it has unknowns, if a symmetric matrix equation is counted by its upper triangle. Where the linearised equations have a unique solution for the output's differential, the implicit function theorem guarantees a differentiable branch, and that solution is its differential.

For the inverse, $AC=I$ gives $dA\,C+A\,dC=0$. Multiplication from the left by $A^{-1}=C$ gives (\ref{dinv}).

For the Cholesky factor, $dA=dL\,L^{T}+L\,dL^{T}$. Multiply by $L^{-1}$ on the left and $L^{-T}$ on the right, and set $T=L^{-1}dL$:
\begin{equation}
L^{-1}dA\,L^{-T}=T+T^{T}.
\end{equation}
$T$ is lower triangular, being a product of lower triangular matrices. Below the diagonal the right side is therefore $T_{ij}$ alone, and on the diagonal it is $2T_{ii}$. Thus $T=\Phi(L^{-1}dA\,L^{-T})$ is the unique solution, and $dL=LT$.

For the eigendecomposition, put $\Omega=U^{T}dU$. Differentiating $U^{T}U=I$ gives $\Omega^{T}+\Omega=0$. With $W=\operatorname{diag}(w)$,
\begin{align}
U^{T}dA\,U&=U^{T}\left(dU\,WU^{T}+U\,dW\,U^{T}+UW\,dU^{T}\right)U\nonumber\\
&=\Omega W+dW+W\Omega^{T}=dW+\Omega W-W\Omega ,
\end{align}
or, in components,
\begin{equation}
(U^{T}dA\,U)_{ij}=\delta_{ij}\,dw_i+\Omega_{ij}(w_j-w_i).
\end{equation}
Since $\Omega_{ii}=0$, the diagonal fixes $dw_i$. For $i\neq j$ division by $w_j-w_i\ne0$ fixes $\Omega_{ij}$. Hence $\Omega=F\circ(U^{T}dA\,U)$ and $dU=U\Omega$. $\square$

\section{Proof of the theorem}

In each case the differential is inserted into $d\ell$, and Lemma 1 moves every factor off $dA$.

(a) From $dC=dA\,B+A\,dB$,
\begin{equation}
d\ell=\langle\bar C,dA\,B\rangle+\langle\bar C,A\,dB\rangle
=\langle\bar CB^{T},dA\rangle+\langle A^{T}\bar C,dB\rangle .
\end{equation}

(b) $d\ell=-\langle\bar C,C\,dA\,C\rangle=\langle-C^{T}\bar CC^{T},dA\rangle$.

(c) With (\ref{dchol}),
\begin{align}
d\ell&=\langle\bar L,L\,\Phi(L^{-1}dA\,L^{-T})\rangle
=\langle L^{T}\bar L,\Phi(L^{-1}dA\,L^{-T})\rangle\nonumber\\
&=\langle\Phi(L^{T}\bar L),L^{-1}dA\,L^{-T}\rangle
=\langle L^{-T}\Phi(L^{T}\bar L)L^{-1},dA\rangle .
\end{align}
The input is symmetric, so the symmetric part is taken.

(d) With (\ref{deig}),
\begin{align}
d\ell&=\langle\operatorname{diag}(\bar w),U^{T}dA\,U\rangle+\langle\bar U,U[F\circ(U^{T}dA\,U)]\rangle\nonumber\\
&=\langle\operatorname{diag}(\bar w)+F\circ(U^{T}\bar U),\,U^{T}dA\,U\rangle\nonumber\\
&=\langle U[\operatorname{diag}(\bar w)+F\circ(U^{T}\bar U)]U^{T},dA\rangle ,
\end{align}
and the symmetric part is (\ref{eig}). Finally, if $X$ enters through several operations, $d\ell$ is a sum of terms $\langle G_k,dX\rangle$, so $\bar X=\sum_kG_k$, or by Lemma 1 the symmetric part of this sum if $X$ is constrained to be symmetric. $\square$

\textbf{Remark 1 (what drops out).} In (\ref{chol}) the needed entries are $(L^{T}\bar L)_{ij}=\sum_{k\ge i}L_{ki}\bar L_{kj}$ with $i\ge j$. They involve $k\ge j$, so the upper triangle of $\bar L$ has no influence. In (\ref{eig}), with $P=U^{T}\bar U$ and $F_{ji}=-F_{ij}$,
\begin{equation}
\operatorname{sym}(F\circ P)_{ij}=\tfrac12F_{ij}(P_{ij}-P_{ji}).
\label{anti}
\end{equation}
The symmetric part of $P$ describes changes of $U$ that would violate orthonormality, and it disappears.

\textbf{Remark 2 (scalar limits).} For $1\times1$ matrices (\ref{inv}) becomes $\bar a=-\bar c/a^2$ and (\ref{chol}) becomes $\bar a=\bar L/(2\sqrt a)$. At fixed non-zero $\bar c$ or $\bar L$ both diverge as $a\to0$. The matrix analogue is an eigenvalue of $A$ tending to zero, which for an overlap matrix is the limit of linearly dependent basis functions. The divergence then depends on the output adjoint: for a $2\times2$ matrix, $L_{22}=\sqrt{A_{22}-A_{21}^2/A_{11}}$ has the derivative $1/(2L_{22})$ with respect to $A_{22}$, which diverges, while $L_{21}=A_{21}/\sqrt{A_{11}}$ keeps finite derivatives.

\section{Small gaps and degeneracy}

\textbf{Two levels.} Take
\begin{equation}
A=\begin{pmatrix}-g/2&t\\t&g/2\end{pmatrix},\qquad N=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad \ell=u_1^{T}Nu_1,
\end{equation}
where $g>0$ and $u_1$ is the lower eigenvector. At $t=0$, $U=I$, and the first column of $\bar U$ is $2Nu_1=(0,2)^{T}$. Thus $P_{21}=2$, $F_{21}=1/(w_1-w_2)=-1/g$, and
\begin{equation}
\bar A_{12}=\tfrac12F_{21}P_{21}=-\frac1g .
\end{equation}
For gaps of 0.10 and 0.01 hartree this is $-10$ and $-100$ per hartree. The full dependence on $t$ shows how far the derivative can be trusted. Since $\partial A/\partial t=N$, (\ref{deig}) gives $\ell=\partial w_1/\partial t$ with $w_1=-\sqrt{g^2/4+t^2}$:
\begin{equation}
\ell(t)=-\frac{2t}{\sqrt{g^2+4t^2}} .
\end{equation}
Its slope at zero is $-2/g=2\bar A_{12}$, and the linear range is $|t|\ll g/2$. As $g\to0$ the function tends to a step, which has no derivative at $t=0$.

\textbf{Proposition (losses that survive degeneracy).} Let $G$ be symmetric and $\tilde G=U^{T}GU$.

(i) If $f$ is a polynomial or an everywhere convergent power series and $\ell=\operatorname{tr}[Gf(A)]$, then, with or without degeneracy,
\begin{equation}
(U^{T}\bar AU)_{ij}=\tilde G_{ij}\,\Gamma_{ij},\qquad
\Gamma_{ij}=\begin{cases}\dfrac{f(w_j)-f(w_i)}{w_j-w_i},&w_i\ne w_j,\\[2mm] f'(w_i),&w_i=w_j.\end{cases}
\label{dd}
\end{equation}
(ii) If $\Pi$ projects onto a group of eigenvectors whose eigenvalues are separated from all others, and $\ell=\operatorname{tr}(G\Pi)$, then $(U^{T}\bar AU)_{ij}=\tilde G_{ij}(p_j-p_i)/(w_j-w_i)$ for $w_i\neq w_j$ and zero for $w_i=w_j$. Here $p_i=1$ inside the group and $0$ outside.

\textit{Proof.} (i) For $f(A)=A^{m}$, $d\ell=\sum_{k=0}^{m-1}\operatorname{tr}(GA^{k}dA\,A^{m-1-k})$. In the eigenbasis the factor multiplying $\tilde G_{ji}(U^{T}dA\,U)_{ij}$ is $\sum_kw_i^{k}w_j^{m-1-k}$. This geometric sum equals $(w_j^{m}-w_i^{m})/(w_j-w_i)$ for $w_i\neq w_j$ and $mw_i^{m-1}$ for $w_i=w_j$. Linearity, and termwise differentiation of the series, extend the result to $f$.

(ii) $\Pi$ is a contour integral of $(z-A)^{-1}/(2\pi i)$ around the group, hence differentiable. From $A\Pi=\Pi A$ follows $dA\,\Pi+A\,d\Pi=d\Pi\,A+\Pi\,dA$. Its $ij$ element in the eigenbasis is
\begin{equation}
(w_j-w_i)(U^{T}d\Pi\,U)_{ij}=(p_j-p_i)(U^{T}dA\,U)_{ij},
\end{equation}
which gives the result for $w_i\ne w_j$. Equal eigenvalues have equal $p$. Differentiating $\Pi^2=\Pi$ gives $(p_i+p_j-1)(U^{T}d\Pi\,U)_{ij}=0$; for $p_i=p_j$ the prefactor is $\pm1$, so the element vanishes. $\square$

A practical device is to set $F_{ij}=0$ when $w_i=w_j$. In floating-point arithmetic this must mean equality within a tolerance, chosen well above the rounding error and well below the true gaps. Computed copies of a degenerate eigenvalue usually differ by rounding, and dividing the rounding error of $P_{ij}-P_{ji}$ by so small a difference can spoil the result. For $\ell=\operatorname{tr}[GU\operatorname{diag}(p)U^{T}]$ one has $\bar w=0$, $\bar U=2GU\operatorname{diag}(p)$ and $P_{ij}=2\tilde G_{ij}p_j$, so (\ref{anti}) gives $F_{ij}\tilde G_{ij}(p_j-p_i)$. With the masked $F$ this is the result (ii), so the device is correct for a projector onto a whole degenerate group, such as a fully occupied shell. For $\ell=\operatorname{tr}[Gf(A)]$ one has $\bar w_i=f'(w_i)\tilde G_{ii}$ and $P_{ij}=2\tilde G_{ij}f(w_j)$, so the masked formula reproduces (\ref{dd}) on the diagonal and for $w_i\ne w_j$, but gives zero for $i\ne j$ with $w_i=w_j$. It is incorrect for a general matrix function, because it deletes the off-diagonal terms $\tilde G_{ij}f'(w_i)$. For $A=\operatorname{diag}(1,1,2)$, $f=\exp$ and $G_{12}=0.5$, with the coordinate axes as eigenvectors, (\ref{dd}) gives $\bar A_{12}=0.5\,e=1.359$, as do finite differences; the masked formula gives 0. Masking deletes the same terms for smooth fractional occupations, where $f'(w_i)\neq0$. The Fermi function is not an everywhere convergent series, so the proof of (i) does not cover it, and at fixed electron number the shift of the chemical potential adds a term that (\ref{dd}) does not contain.

\section{A generalized eigenproblem}

Orbitals in a non-orthogonal basis obey $HC=SC\operatorname{diag}(\varepsilon)$ with $C^{T}SC=I$. The chain
\begin{equation}
S=LL^{T},\quad X=L^{-1},\quad K=XHX^{T}=U\operatorname{diag}(\varepsilon)U^{T},\quad C=X^{T}U
\end{equation}
uses all four operations. Given $\bar\varepsilon$ and $\bar C$, the theorem yields, in reverse order,
\begin{align}
\bar U&=X\bar C,\qquad \bar K\ \text{from (\ref{eig})},\qquad \bar H=X^{T}\bar KX,\\
\bar X&=U\bar C^{T}+2\bar KXH,\qquad \bar L=-X^{T}\bar XX^{T},\qquad \bar S\ \text{from (\ref{chol})}.
\end{align}
$X$ is used twice. The first term of $\bar X$ comes from $\langle\bar C,dX^{T}U\rangle=\langle U\bar C^{T},dX\rangle$. The second comes from the two terms of $dK$ that contain $dX$, namely $dX\,HX^{T}$ and its transpose; they contribute equally to $d\ell$ because $\bar K$ is symmetric. One reverse pass gives every entry of $\bar H$ and $\bar S$ with a fixed number of matrix operations, each costing at most of order $n^3$ for $n$ basis functions.

\textbf{Corollary (energy).} For $E=2\varepsilon_1$, with $\varepsilon_1$ non-degenerate and $c_1$ the first column of $C$,
\begin{equation}
\bar H=2c_1c_1^{T},\qquad \bar S=-2\varepsilon_1c_1c_1^{T}.
\label{energy}
\end{equation}
\textit{Proof.} Here $\bar C=0$. Differentiating $Ku_1=\varepsilon_1u_1$ and multiplying from the left by $u_1^{T}$ gives $d\varepsilon_1=u_1^{T}dK\,u_1$; this needs only $\varepsilon_1$ to be non-degenerate, even if other eigenvalues coincide. Hence $\bar K=2u_1u_1^{T}$, and $\bar H=2c_1c_1^{T}$ because $c_1=X^{T}u_1$. Next, $Hc_1=\varepsilon_1Sc_1$ and $Sc_1=LL^{T}X^{T}u_1=Lu_1$ give
\begin{align}
\bar X&=4u_1c_1^{T}H=4\varepsilon_1u_1u_1^{T}L^{T},\\
\bar L&=-4\varepsilon_1c_1u_1^{T}L^{T}X^{T}=-4\varepsilon_1c_1u_1^{T},\qquad
L^{T}\bar L=-4\varepsilon_1u_1u_1^{T}.
\end{align}
For symmetric $Y$, $\operatorname{sym}\Phi(Y)=Y/2$, so (\ref{chol}) gives $\bar S=X^{T}(-2\varepsilon_1u_1u_1^{T})X$. $\square$

Thus $dE=2c_1^{T}(dH-\varepsilon_1dS)c_1$. The first adjoint is the density matrix of two electrons in orbital 1; the second is minus the energy-weighted density matrix, which supplies the overlap term in forces when basis functions move with the atoms.

\section{Numerical example}

The model has three basis functions and round parameters ($H$ in hartree, $M$ in bohr):
\begin{equation}
H=-\begin{pmatrix}1.0&0.4&0.1\\0.4&0.6&0.3\\0.1&0.3&0.3\end{pmatrix},\;
S=\begin{pmatrix}1&0.3&0.1\\0.3&1&0.4\\0.1&0.4&1\end{pmatrix},\;
M=\begin{pmatrix}0&0.3&0.2\\0.3&2&1.2\\0.2&1.2&4\end{pmatrix}.
\end{equation}
$M$ represents position and is held fixed. The electrons do not interact. The eigenvalues are $-1.0217$, $-0.5018$ and $-0.1532$ hartree, and $c_1=(0.9209,0.2131,-0.0349)^{T}$.

For the energy, (\ref{energy}) gives $\bar H_{12}=2(0.9209)(0.2131)=0.3925$ and $\bar S_{12}=1.0217\times0.3925=0.401$ hartree.

The summed position of the two electrons, $x=2c_1^{T}Mc_1=0.3656$ bohr, depends on the eigenvector. Its only non-zero adjoint column is $\bar c_1=4Mc_1$, and, with each column of $U$ signed so that its first component is positive, the first column of $P=U^{T}\bar U$ is $(0.7311,-2.5464,-0.5798)^{T}$ bohr. The first entry equals $4c_1^{T}Mc_1=2x$; it belongs to a change of norm and is removed by $F_{11}=0$. The others give, by (\ref{anti}),
\begin{align}
(U^{T}\bar KU)_{12}&=\tfrac12\,\frac{-2.5464}{-1.0217+0.5018}=2.449\ \text{bohr/hartree},\\
(U^{T}\bar KU)_{13}&=\tfrac12\,\frac{-0.5798}{-1.0217+0.1532}=0.334\ \text{bohr/hartree}.
\end{align}
Rotation back and the remaining steps yield $\bar H_{12}=-1.9085$ bohr/hartree and $\bar S_{12}=-2.0217$ bohr.

Raising $H_{12}=H_{21}$ by 0.01 hartree should therefore change $x$ by $2(-1.9085)(0.01)=-0.03817$ bohr. A full recalculation gives $-0.03846$ bohr. The difference is about 0.75\% of the recalculated change and reflects the finite step.

Two scaling laws give one necessary condition each on the adjoints of $x$; an error orthogonal to $H$ or to $S$, such as a wrong overall factor in $\bar H$, would pass them. Multiplying $H$ by a positive constant leaves $c_1$ unchanged, so $\langle\bar H,H\rangle=0$; the diagonal terms sum to $-1.6140$ bohr and the off-diagonal terms to $+1.6140$ bohr. Multiplying $S$ by $s$ turns $c_1$ into $c_1/\sqrt s$ and $x$ into $x/s$, so $\langle\bar S,S\rangle=-x$; the corresponding sums are $0.933-1.299=-0.366$ bohr, equal to $-x$ at this precision.

Central differences (step $10^{-5}$) of a separate generalized eigensolver test all entries of $\bar H$ and $\bar S$ for both $E$ and $x$. At this step the largest absolute deviation is about $10^{-9}$ in the atomic units of the respective entry. For the four adjoints on $5\times5$ matrices it is about $2\times10^{-10}$. The intermediate matrices are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
H [hartree], rows separated by ;
  -1.00000 -0.40000 -0.10000 ; -0.40000 -0.60000 -0.30000 ; -0.10000 -0.30000 -0.30000
S [dimensionless], rows separated by ;
  1.00000 0.30000 0.10000 ; 0.30000 1.00000 0.40000 ; 0.10000 0.40000 1.00000
M [bohr], rows separated by ;
  0.00000 0.30000 0.20000 ; 0.30000 2.00000 1.20000 ; 0.20000 1.20000 4.00000
L [dimensionless], rows separated by ;
  1.00000 0.00000 0.00000 ; 0.30000 0.95394 0.00000 ; 0.10000 0.38787 0.91628
X = inverse of L [dimensionless], rows separated by ;
  1.00000 0.00000 0.00000 ; -0.31449 1.04828 0.00000 ; 0.02399 -0.44375 1.09138
K = X H X^T [hartree], rows separated by ;
  -1.00000 -0.10483 0.04437 ; -0.10483 -0.49451 -0.08813 ; 0.04437 -0.08813 -0.18220
eps [hartree]: -1.021718 -0.501808 -0.153175
U [dimensionless], rows separated by ;
  0.98131 0.17313 0.08404 ; 0.18978 -0.94304 -0.27323 ; -0.03195 -0.28408 0.95827
c1 [dimensionless]: 0.920858 0.213118 -0.034866
E = 2 eps1 [hartree]: -2.043436
x = 2 c1^T M c1 [bohr]: 0.365552
F [1/hartree], rows separated by ;
  0.00000 1.92341 1.15135 ; -1.92341 0.00000 2.86835 ; -1.15135 -2.86835 0.00000
Cbar for x [bohr], rows separated by ;
  0.22785 0.00000 0.00000 ; 2.64262 0.00000 0.00000 ; 1.20180 0.00000 0.00000
Ubar for x [bohr], rows separated by ;
  0.22785 0.00000 0.00000 ; 2.69856 0.00000 0.00000 ; 0.14443 0.00000 0.00000
U^T Ubar for x [bohr], rows separated by ;
  0.73110 0.00000 0.00000 ; -2.54644 0.00000 0.00000 ; -0.57979 0.00000 0.00000
Kbar for x [bohr/hartree], rows separated by ;
  0.88716 -2.26997 -0.38325 ; -2.26997 -0.91118 0.00537 ; -0.38325 0.00537 0.02401
Xbar for x [bohr], rows separated by ;
  -1.10883 4.22212 2.43764 ; 4.77470 3.23370 1.19575 ; 0.76023 0.21338 0.02577
Lbar for x [bohr], rows separated by ;
  2.59217 -4.18050 -0.76392 ; -4.66789 -1.98627 -0.00530 ; -0.82970 0.01680 0.05274
Hbar for x [bohr/hartree], rows separated by ;
  2.20634 -1.90850 -0.41949 ; -1.90850 -1.00156 -0.00549 ; -0.41949 -0.00549 0.02860
Sbar for x [bohr], rows separated by ;
  1.94428 -2.02168 -0.41686 ; -2.02168 -1.03991 -0.00289 ; -0.41686 -0.00289 0.02878
Hbar for E [dimensionless], rows separated by ;
  1.69596 0.39250 -0.06421 ; 0.39250 0.09084 -0.01486 ; -0.06421 -0.01486 0.00243
Sbar for E [hartree], rows separated by ;
  1.73279 0.40103 -0.06561 ; 0.40103 0.09281 -0.01518 ; -0.06561 -0.01518 0.00248
change of H12 and H21 [hartree]: 0.01
change of x, first order [bohr]: -0.038170
change of x, recomputed [bohr]: -0.038458
two levels, gap 0.10 hartree: Abar12 = -10.000 1/hartree
two levels, gap 0.01 hartree: Abar12 = -100.000 1/hartree
degenerate exp, Abar12 by differences: 1.35914
degenerate exp, Abar12 with f' limit: 1.35914
degenerate exp, Abar12 with masked F: 0.00000
largest error, four 5x5 adjoints: 2e-10
largest error, Hbar and Sbar for E and x: 1e-09
\end{verbatim}
